# The Generalized Kadanoff-Baym Ansatz: Exact Reconstruction and a Solvable Test, part 1

(Sections cited here and not found follow in the second part.)

## First half: the reconstruction theorem

A single electronic level is connected at time $t=0$ to a metallic lead. Electrons hop on and off, and the occupation of the level relaxes. The occupation depends on one time, but its equation of motion contains a correlation function of two times, because an electron that left the level may return from the lead later. Storing and propagating a function of two times is costly. It would be much cheaper to rebuild it from the occupation and from the propagator of an added particle. The question is which part of the two-time function can be rebuilt in this way, and how large the rest is.

**Model and assumptions.** Set $\hbar=1$. For $t>0$ the Hamiltonian is

$$H=\varepsilon c^\dagger c+\sum_k\varepsilon_k d_k^\dagger d_k+\sum_k\left(V_kc^\dagger d_k+V_k^*d_k^\dagger c\right).$$

The operator $c$ removes an electron from the level and $d_k$ removes one from lead state $k$. There is no interaction between electrons. At $t=0$ level and lead are uncorrelated:

$$\langle c^\dagger c\rangle=n_0,\qquad \langle d_k^\dagger d_q\rangle=\delta_{kq}f_k,\qquad \langle c^\dagger d_k\rangle=0 .$$

Here $f_k$ is the initial occupation of lead state $k$. The functions needed are

$$G^<(t,t')=i\langle c^\dagger(t')c(t)\rangle,\qquad G^R(t,t')=-i\theta(t-t')\langle\{c(t),c^\dagger(t')\}\rangle,$$

with $G^A(t,t')=[G^R(t',t)]^*$. The occupation is $n(t)=-iG^<(t,t)$. Since $H$ is constant for $t>0$, $G^R$ depends on the time difference alone, and we write $G^R(t,t')=-ig(t-t')$ for $t>t'$. Then $G^A(t,t')=ig^*(t'-t)$ for $t<t'$.

The quantity $g(\tau)$ is the amplitude for one particle, placed on the level, to be found there after a time $\tau$. It is a diagonal element of a unitary matrix, so $g(0)=1$ and $|g|\le1$.

### Lemma 1: eliminating the lead

Define

$$\Sigma^R(\tau)=-i\theta(\tau)\sum_k|V_k|^2e^{-i\varepsilon_k\tau},\qquad
\Sigma^<(\tau)=i\sum_k|V_k|^2f_ke^{-i\varepsilon_k\tau}.$$

Then, for $t>t'>0$,

$$i\partial_tG^<(t,t')=\varepsilon G^<(t,t')+\int_0^t ds\,\Sigma^R(t-s)G^<(s,t')+\int_0^{t'}ds\,\Sigma^<(t-s)G^A(s,t'),\tag{1}$$

$$i g'(\tau)=\varepsilon g(\tau)+\int_0^\tau ds\,\Sigma^R(\tau-s)g(s).\tag{2}$$

**Proof.** The Heisenberg equations are

$$i\dot c=\varepsilon c+\sum_kV_kd_k,\qquad i\dot d_k=\varepsilon_kd_k+V_k^*c .$$

The second is solved from a starting time $a$ by

$$d_k(t)=e^{-i\varepsilon_k(t-a)}d_k(a)-iV_k^*\int_a^tds\,e^{-i\varepsilon_k(t-s)}c(s).$$

Insertion into the first gives

$$i\dot c(t)=\varepsilon c(t)+\int_a^tds\,\Sigma^R(t-s)c(s)+\sum_kV_ke^{-i\varepsilon_k(t-a)}d_k(a).\tag{3}$$

For the propagator choose $a=t'$ and take the anticommutator with $c^\dagger(t')$. The last term drops out, because $\{d_k(t'),c^\dagger(t')\}=0$ at equal times. What remains is (2), with $\tau=t-t'$.

For the lesser function choose $a=0$, and call the last term of (3) the noise operator $\xi(t)=\sum_kV_ke^{-i\varepsilon_kt}d_k(0)$. Multiplying (3) from the left by $ic^\dagger(t')$ and averaging gives the first two terms of (1), plus $i\langle c^\dagger(t')\xi(t)\rangle$. To evaluate this average we need $c^\dagger(t')$ in terms of initial operators. Lemma 2 below, whose proof uses (2) alone, gives

$$c(t')=g(t')c(0)-i\int_0^{t'}ds\,g(t'-s)\xi(s).\tag{4}$$

Take the adjoint. The term with $c^\dagger(0)$ does not contribute, since level and lead are initially uncorrelated. From the definition of $\xi$, $i\langle\xi^\dagger(s)\xi(t)\rangle=\Sigma^<(t-s)$. Hence

$$i\langle c^\dagger(t')\xi(t)\rangle=\int_0^{t'}ds\,ig^*(t'-s)\Sigma^<(t-s)=\int_0^{t'}ds\,\Sigma^<(t-s)G^A(s,t'),$$

which is the last term of (1). $\square$

The two self-energies have distinct meanings. $\Sigma^R$ describes an electron that leaves the level and comes back. $\Sigma^<$ is the correlation function of the electrons that the lead injects.

### Lemma 2: inversion

Let $y$ obey, for $t>a$,

$$iy'(t)=\varepsilon y(t)+\int_a^tds\,\Sigma^R(t-s)y(s)+q(t).$$

Then

$$y(t)=g(t-a)y(a)-i\int_a^tds\,g(t-s)q(s).\tag{5}$$

**Proof.** The first term of (5) has the right initial value and solves the equation with $q=0$, by (2). Call the second term $y_q$. It vanishes at $t=a$. Differentiating both the upper limit and the integrand, and using $g(0)=1$,

$$iy_q'(t)=q(t)+\int_a^tds\,g'(t-s)q(s).$$

Equation (2) gives $g'=-i\varepsilon g-i\int\Sigma^Rg$. The first part of $g'$ yields $\varepsilon y_q(t)$. The second part yields

$$-i\int_a^tds\int_s^tdu\,\Sigma^R(t-u)g(u-s)q(s)=\int_a^tdu\,\Sigma^R(t-u)\left[-i\int_a^uds\,g(u-s)q(s)\right],$$

where the order of integration has been exchanged over the triangle $a<s<u<t$. The bracket is $y_q(u)$, so $y_q$ solves the equation. A linear Volterra equation with a kernel bounded on finite intervals has one solution for a given initial value, so (5) is that solution. $\square$

### Theorem 1: exact reconstruction equation

For $t>t'>0$,

$$\begin{aligned}
G^<(t,t')={}&iG^R(t,t')G^<(t',t')\\
&+\int_{t'}^tdt_1\int_0^{t'}dt_2\,G^R(t,t_1)\Big[\Sigma^R(t_1-t_2)G^<(t_2,t')+\Sigma^<(t_1-t_2)G^A(t_2,t')\Big].
\end{aligned}\tag{6}$$

**Proof.** Hold $t'$ fixed and regard (1) as an equation in $t$ that starts at $t'$. Split its first integral at $t'$. The part from $t'$ to $t$ has the form required by Lemma 2 with $a=t'$. Everything that refers to times before $t'$ is the source,

$$q(t)=\int_0^{t'}dt_2\left[\Sigma^R(t-t_2)G^<(t_2,t')+\Sigma^<(t-t_2)G^A(t_2,t')\right].$$

The initial value is $G^<(t',t')$, because $c(t)$ is continuous in time. Equation (5) then gives

$$G^<(t,t')=g(t-t')G^<(t',t')-i\int_{t'}^tdt_1\,g(t-t_1)q(t_1).$$

Since $g=iG^R$ and $-ig=G^R$ for positive time difference, this is (6). $\square$

In the double integral $t_2<t'<t_1$. Each contribution is a memory that reaches across $t'$: something happened in the lead before $t'$ and acts on the level after $t'$. If the lead has forgotten everything by the time $t'$, the integral vanishes, and $G^<(t,t')$ follows from the occupation at $t'$ and the propagator alone. The later occupation still depends on the electrons that the lead injects after $t'$.

### The ansatz

The generalized Kadanoff-Baym ansatz (GKBA) keeps the first term of (6). With $G^<(t',t')=in(t')$ it reads

$$G^<_{\rm G}(t,t')=ig(t-t')n(t')=-G^R(t,t')n(t'),\qquad t>t'.\tag{7}$$

For the other time order use $G^<(t,t')=-[G^<(t',t)]^*$, which follows from taking the complex conjugate of the definition. For $t<t'$ this gives

$$G^<_{\rm G}(t,t')=-\left[ig(t'-t)n(t)\right]^*=in(t)g^*(t'-t)=n(t)G^A(t,t').$$

Both orders together are

$$G^<_{\rm G}(t,t')=-G^R(t,t')n(t')+n(t)G^A(t,t').\tag{8}$$

In each case the occupation is taken at the earlier time and then carried forward by the propagator.

**Remark on particles and holes.** The function of empty states is $G^>(t,t')=-i\langle c(t)c^\dagger(t')\rangle$, and $G^>-G^<=G^R-G^A$ by the definitions. The corresponding ansatz for $t>t'$ is $G^>_{\rm G}=-ig(t-t')[1-n(t')]$. Subtracting (7) leaves $-ig(t-t')=G^R$, as required. The ansatz therefore preserves the anticommutator, and its errors in $G^<$ and $G^>$ are equal.

### Corollary: in what sense the term is leading

Let $\delta G^<=G^<-G^<_{\rm G}$, with the exact $n$ and $g$ in the ansatz, and define the first moments

$$m_R=\int_0^\infty dr\,r|\Sigma^R(r)|,\qquad m_<=\int_0^\infty dr\,r|\Sigma^<(r)|.$$

If they are finite, then

$$|\delta G^<(t,t')|\le m_R+m_<.\tag{9}$$

**Proof.** We have $|G^R|,|G^A|\le1$. The Cauchy-Schwarz inequality gives $|G^<(t,t')|^2\le n(t)n(t')\le1$. Put $s=t_1-t'$ and $u=t'-t_2$, both positive. The self-energies depend on $r=s+u$. For fixed $r$ the variable $s$ ranges over an interval no longer than $r$, so a double integral of a non-negative function of $s+u$ is at most its single integral weighted by $r$. This gives (9). $\square$

If a self-energy carries a total rate $\gamma$ and decays over a memory time $\tau_m$, its first moment is of order $\gamma\tau_m$. The small parameter is thus the memory time of the lead divided by the lifetime of the level.

The next term can be written down as well. Inside the double integral of (6), replace $G^<(t_2,t')$ by its ansatz $n(t_2)G^A(t_2,t')$. The error made there is at most $m_R+m_<$ in size, and it is multiplied by $\Sigma^R$ and integrated over the same region. The new total error is therefore at most $m_R(m_R+m_<)$. One iteration has raised the order by one factor of the small moments, and this justifies calling the GKBA the leading term.

Two limits of the statement matter. The bound is absolute, whereas the ansatz itself has the size $n(t')|g(t-t')|$, which can be much smaller than 1. A small absolute error can therefore be a large relative one. Moreover, if $n$ is itself computed with the ansatz, it can carry an error of its own, which (9) does not contain.

**Remark on interacting systems.** The proof of Theorem 1 uses the linear equations for $G^<$ and $G^R$ and the absence of initial correlations. When equations of the form (1) and (2) hold with matrix-valued, two-time self-energies, the same splitting gives (6) with the factors kept in order. The bounds do not carry over without separate estimates of those self-energies. For an isolated system in the mean-field approximation the self-energy is instantaneous and $\Sigma^<=0$. No memory then reaches across $t'$, and the ansatz is exact within that approximation. The level treated here has no interactions at all, yet the ansatz is not exact for it, because the lead has a memory.

### A finite lead

Equation (6) holds for a finite lead too, although its self-energies do not decay and (9) is then of no use. Take 30 equally spaced lead states between $-3$ and $3$, with spacing $\Delta=6/29$ and $|V_k|^2=\Gamma\Delta/2\pi$. The rate $\Gamma$ is the unit of energy and $1/\Gamma$ the unit of time. The level lies at $0.4$ with $n_0=0.7$, and the lead has chemical potential zero and $kT=0.5$. Diagonalizing the one-particle Hamiltonian gives every function directly from its definition. For $t'=2$ and $t=3.5$ the terms of (6) are

$$\begin{aligned}
\text{GKBA}&:\quad +0.1271+0.1470i,\\
\text{memory through }\Sigma^R&:\quad -0.0095-0.0064i,\\
\text{memory through }\Sigma^<&:\quad -0.1009+0.0432i .
\end{aligned}$$

They add up to $0.0167+0.1838i$, which is the directly computed $G^<$. Before rounding, the two sides differ by $2.5\times10^{-16}$. The two memory terms together have modulus $0.116$, and $|G^<|$ is $0.185$, so the error of the ansatz is 63% of the exact value. Most of it comes from the injected electrons, not from electrons that return.

## Second half: the exact transient as a test

The symbols carried over are these. The amplitude for a particle to remain on the level is $g(\tau)=iG^R(\tau)$, with $g(0)=1$ and $|g|\le1$; the occupation is $n(t)=-iG^<(t,t)$; and $G^A(t,t')=ig^*(t'-t)$ for $t<t'$. The self-energies $\Sigma^R$ and $\Sigma^<$ describe return from the lead and injection by it. The level operator obeys $c(t)=g(t)c(0)-i\int_0^tds\,g(t-s)\xi(s)$, where $\xi$ is the lead noise and $i\langle\xi^\dagger(s)\xi(t)\rangle=\Sigma^<(t-s)$. For $\tau=t-t'>0$ the ansatz is $G^<_{\rm G}=ig(\tau)n(t')$. By (6), its error $\delta G^<$ is the double integral over $t_2<t'<t_1$.

### Wide band: the exact transient

Let the coupling density $\Gamma(\omega)=2\pi\sum_k|V_k|^2\delta(\omega-\varepsilon_k)$ be a constant $\Gamma$, as the limit of a symmetric band of growing width. Then $\Sigma^R(\tau)$ shrinks to a pulse at $\tau=0$ with weight $-i\Gamma/2$ on the side $\tau>0$. Equation (2) becomes $g'=-(i\varepsilon+\Gamma/2)g$, so

$$g(t)=e^{-i\varepsilon t-\Gamma t/2}.\tag{10}$$

A lead state of energy $\omega$ enters $c(t)$ with the amplitude

$$A(\omega,t)=-i\int_0^tds\,g(t-s)e^{-i\omega s}
=\frac{-i\left[e^{-i\omega t}-g(t)\right]}{i\varepsilon+\Gamma/2-i\omega}
=\frac{e^{-i\omega t}-g(t)}{\omega-\varepsilon+i\Gamma/2}.$$

The last form results from multiplying numerator and denominator by $i$. With the Fermi function $f(\omega)$ of the lead, the exact transient is

$$G^<(t,t')=in_0g(t)g^*(t')+i\int\frac{d\omega}{2\pi}\,\Gamma f(\omega)A(\omega,t)A^*(\omega,t').\tag{11}$$

The ansatz reproduces the first term without error, because (10) gives $g(t)=g(\tau)g(t')$. Any error comes from the injected electrons.

### Lemma 3: thermal memory

For $\tau>0$ and chemical potential $\mu$,

$$\Sigma^<(\tau)=i\Gamma\int\frac{d\omega}{2\pi}f(\omega)e^{-i\omega\tau}=-\frac{\Gamma kT\,e^{-i\mu\tau}}{2\sinh(\pi kT\tau)}.\tag{12}$$

The exact equation (6) shows that the ansatz omits only the lead's memory across $t'$, and (11) gives the exact wide-band transient against which it can be tested. It remains to prove (12), to bound the wide-band error with it, and to examine the ansatz at low temperature and for a band of finite width.
